Switching Loss per Cycle of a Square-Loop Ferroelectric Hafnia Capacitor

**Problem**

A ferroelectric film of thickness t = 10 nm fills the space between two metal plates, each a square of side 100 nm. Its polarization P follows a square loop. While the field E rises, P stays at −Pr until E reaches the coercive field +Ec, where it jumps to +Pr. While the field falls, P stays at +Pr until E reaches −Ec, where it jumps back. The remanence is Pr = 0.2 C/m² and the coercive field is Ec = 1 MV/cm. Besides P, the film has a lossless linear response with relative permittivity εr = 30.

(a) Find the electrical work done on the film in one full cycle, and explain why it all becomes heat.

(b) Show that this heat is 8 fJ.

(c) How does the heat depend on the peak field? What happens if the peak stays below Ec?

(d) The capacitor is driven through a series resistor by a source that switches between +3 V and −3 V. How much energy does the source supply per cycle, and where does it go?

(e) Real loops are slanted. Suppose that each grain of the film has a square loop of its own, with coercive fields spread log-normally about the median Ec. How does the loss change?

(f) Estimate the other effects left out of the model, for a film of Hf0.5Zr0.5O2 between TiN electrodes cycled at 1 MHz.

**Solution**

**(a) Work and heat in a closed cycle**

Let V be the voltage of the upper plate relative to the lower one, and let Q be the free charge on the upper plate. Count E and the displacement D as positive when they point from the upper plate to the lower. The plates are ten times wider than the film is thick, so take the field as uniform and neglect the edges. Then

V = E t,  Q = A D,

where A is the plate area. When the charge dQ is carried through the voltage V, the work done on the capacitor is

dW = V dQ = (E t)(A dD) = A t E dD.

The product A t is the film volume, so E dD is the work per volume. Separate the displacement into its linear and switching parts:

D = ε0 εr E + P.

Over a closed cycle the work per volume is

w = ∮ E dD = ε0 εr ∮ E dE + ∮ E dP.

The first integral is the change of E²/2 between the start and the end of the cycle. The field returns to its starting value, so this change is zero: the linear part takes up energy while the field grows and returns it while the field shrinks. What remains is

w = ∮ E dP.

This is the area enclosed by the loop when E is drawn horizontally and P vertically. It is positive for a loop traversed counterclockwise, as here, where P rises on the right-hand side.

To see why this work is heat, apply energy conservation to the film. The work received equals the rise of its internal energy plus the heat it gives off. In the steady state the film ends each cycle with the same polarization, field and temperature as at the start. Its internal energy is then unchanged, and the net work has left as heat.

The word "closed" matters. A simple model with an internal energy shows this. In reduced units, let a polarization p move against viscous friction in a double well:

dp/dt = e + p − p³.

Solve for the field, e = dp/dt + p³ − p, and multiply by dp/dt:

e dp/dt = (dp/dt)² + du/dt,  u = p⁴/4 − p²/2.

The left side is the power supplied. The first term on the right is the frictional heat, which is never negative, and the second is the change of stored energy. For e = sin(0.05 t), numerical integration over a full steady cycle gives a ratio of heat to work of 1.00000. Over the first quarter, from zero field to the peak, the ratio is 0.890. The missing 11% of the work is then stored in the well, and it is accounted for by the end of the cycle.

**(b) The square loop**

On the flat branches P is constant, so dP = 0 and they contribute nothing to ∮ E dP. Only the two jumps count.

At the upward jump the field is +Ec and the polarization changes by +Pr − (−Pr) = +2Pr:

(+Ec)(+2Pr) = +2 Pr Ec.

At the downward jump the field is −Ec and the polarization changes by −2Pr:

(−Ec)(−2Pr) = +2 Pr Ec.

Both signs reverse together, so the contributions add:

w = 4 Pr Ec,  W = 4 Pr Ec A t.

The factor 4 comes from two jumps, each of height 2Pr. The given 0.2 C/m² is Pr itself, half the height of the loop.

Now insert the numbers. One MV/cm is 10⁶ V per 10⁻² m, or 10⁸ V/m. Hence

w = 4 × 0.2 C/m² × 10⁸ V/m = 8 × 10⁷ J/m³.

The plate area is (10⁻⁷ m)² = 10⁻¹⁴ m², and the volume is 10⁻¹⁴ m² × 10⁻⁸ m = 10⁻²² m³. Therefore

W = 8 × 10⁷ J/m³ × 10⁻²² m³ = 8 × 10⁻¹⁵ J = 8 fJ,

which is about 50 keV.

The same number follows from charge and voltage. The coercive voltage is Vc = Ec t = 1 V. Each jump moves the charge 2PrA = 4 fC through this voltage and costs 4 fJ, and there are two jumps per cycle.

Each jump also turns its own 4 fJ into heat, provided the film has no built-in preference for one direction. Then the states +Pr and −Pr at zero field have equal energy. Going from one to the other leaves the stored energy unchanged, so the work of that half cycle has become heat. With a built-in bias the two states differ in stored energy, so work and heat need not be equal in each half. The argument of part (a) still holds for the whole cycle.

**(c) The peak field**

The peak field does not appear in W. Once the film has switched, a larger field only charges the linear part further, and that energy comes back when the field is reduced. If the peak stays below Ec, the ideal film never switches. Then P is constant, ∮ E dP = 0, and the loss is zero. The loss of this model therefore sets in as a step when the peak reaches Ec.

A direct sum of V dQ along a triangular field sweep, with the linear response included, confirms this. It gives 8.000 fJ for peaks of 3.0 and 1.5 MV/cm, and 0.000 fJ for a peak of 0.9 Ec.

**(d) What the source supplies**

Let the source switch between +V0 and −V0, with V0 = 3 V, and let it stay at each value until the current has died away. The linear capacitance is

C = ε0 εr A/t = 0.266 fF.

At the end of the positive half cycle the charge on the upper plate is CV0 + PrA, and at the end of the negative half it is −(CV0 + PrA). During the positive half the source therefore delivers

ΔQ = 2(PrA + CV0)

at the voltage +V0. During the negative half it delivers −ΔQ at −V0. The energy is V0ΔQ both times, so

W_source = 2 V0 ΔQ = 4 V0 (PrA + CV0).

The film turns 4PrAVc into heat, as before. The remainder is heat in the resistor:

W_resistor = 4V0PrA + 4CV0² − 4PrAVc = 4PrA(V0 − Vc) + 4CV0².

With PrA = 2 fC and CV0 = 0.80 fC,

W_source = 4 × 3 V × 2.80 fC ≈ 33.6 fJ,

W_resistor = 4 × 2 fC × 2 V + 4 × 0.80 fC × 3 V ≈ 25.6 fJ.

Integrating the circuit in time with a resistance of 10 kΩ gives 8.00 fJ in the film, 25.56 fJ in the resistor and 33.56 fJ from the source, in agreement with the formulas.

The source thus supplies about four times the loss of the film. The first resistor term arises because the film holds its voltage at Vc while it switches, so the excess V0 − Vc falls across the resistor. The second is the cost of charging a linear capacitor in sudden steps. In this model the resistance does not enter the energies. It sets the time: the switching current is (V0 − Vc)/R = 0.2 mA, and moving 4 fC takes 20 ps.

The model gives the film no switching time of its own, and a real film may need much longer than 20 ps. The current is then small, little voltage falls across the resistor, and the film switches at nearly the full V0. Its heat approaches 4PrAV0 = 24 fJ, while the energy from the source is unchanged. The division into 8 fJ and 25.6 fJ therefore holds only for a film that can switch as fast as the circuit allows.

If the source voltage is instead ramped slowly, the current and the voltage across the resistor become small, and the resistor heat tends to zero. The net energy supplied then approaches the 8 fJ of the film, provided the source can take back the energy that the linear capacitance returns. For a film that switches at Vc, the 8 fJ is thus the loss that remains under slow driving, while the other 25.6 fJ comes from switching the source in sudden steps.

**(e) A slanted loop**

Let every grain feel the same field, have the same remanence and switch independently. A grain with coercive field Ei loses 4PrEi per volume. If all grains switch, the average over the film volume is

w = 4 Pr ⟨Ei⟩.

The mean coercive field sets the loss. What is read from the loop of P, however, is the field at which the total polarization passes through zero. There half of the film has switched, so this field is the median. A measured loop usually shows D, and its linear part must be subtracted first. Otherwise the zero is read too early, while P is still slightly negative; for the spread used below, this field lies about 5% under the median. For a log-normal spread write Ei = Ec exp(s z), where z has a normal distribution with zero mean and unit variance. Then

⟨Ei⟩ = Ec ∫ exp(s z − z²/2) dz / √(2π).

Complete the square in the exponent:

s z − z²/2 = s²/2 − (z − s)²/2.

The shifted Gaussian integrates to one, so ⟨Ei⟩ = Ec exp(s²/2) and

W = 4 Pr Ec A t exp(s²/2).

For s = 0.3, a rough value, the factor is exp(0.045) = 1.046, and the loss is 8.37 fJ. A summed field sweep over 2000 such grains, with a peak of 3 MV/cm, agrees with this formula. The rectangle drawn from Pr and Ec thus underestimates the loss by about 4% of the true value. The reason is the asymmetry of the distribution: grains with high coercive fields outweigh those with low ones. For a distribution symmetric about Ec the mean equals the median, and 4PrEc would hold although the loop is slanted. These results assume that every grain keeps its full polarization at zero field. If the grains also differ in built-in bias field, some switch back before the field reaches zero. The measured Pr then lies below the saturated polarization, and the rectangle can miss more: with a normal spread of bias fields of 0.7 MV/cm added to the spread above, Pr is about 0.82 of saturation and the loop area exceeds 4PrEc by about 20%.

The peak field now matters somewhat, since grains with Ei above the peak do not switch. At three times the median this requires z > ln 3/0.3 = 3.7, which is a negligible fraction. At a peak near Ec about half of the film would stay unswitched. The sharp threshold of part (c) becomes a gradual one.

A small capacitor also contains few grains. With a grain width of roughly 10 nm there are about N = 100 of them. The same integral with 2s in place of s gives ⟨Ei²⟩ = Ec² exp(2s²), so the variance of Ei relative to the squared mean is exp(s²) − 1. Averaging over N independent grains of equal size divides the variance by N:

relative spread of W = √[(exp(s²) − 1)/N] = √(0.094/100) ≈ 3%.

Nominally equal capacitors would differ by about this much, relative to their mean loss, from the sampling of grains alone.

**(f) Other effects, and the real film**

**Dielectric loss.** In a real film the linear displacement lags slightly behind the field. For E = E0 sin θ write

D_lin = ε0 εr E0 (sin θ − tan δ cos θ).

Then dD_lin = ε0 εr E0 (cos θ + tan δ sin θ) dθ. Over a cycle the integral of sin θ cos θ is zero and that of sin² θ is π, so the loss per volume is

w_lin = π ε0 εr tan δ E0².

With a rough tan δ = 0.01 and E0 = 3 MV/cm this adds 0.075 fJ, about 1% of the switching loss. The figure is for a sinusoidal field and does not apply to the sudden steps of part (d), which contain many higher harmonics. Unlike the switching loss it grows as the square of the peak field.

**Leakage.** A leakage current density J under the full voltage V0 for a whole cycle of duration 1/f would add J V0 A/f. To reach 1% of 8 fJ at f = 1 MHz it would have to be

J = 0.01 × 8 × 10⁻¹⁵ J × 10⁶ s⁻¹ / (3 V × 10⁻¹⁴ m²) ≈ 2.7 × 10³ A/m².

Compare this with tunnelling. Take a barrier of height φ = 2 eV and a tunnelling mass m of 0.2 electron masses, both rough. At 3 MV/cm the barrier is triangular, because the 3 V drop exceeds its height. An electron with energy ε above the Fermi level, counted for its motion normal to the plate, meets the barrier height φ − ε. The semiclassical transmission is

T(ε) = exp{−(2/ħ) ∫ √[2m(φ − ε − eEx)] dx} = exp{−4√(2m) (φ − ε)^(3/2)/(3ħeE)},

with the integral taken from x = 0 to the point where the root vanishes. Summing over the free electrons of the metal, with mass m0 and at temperature Θ, gives

J = [e m0 kΘ/(2π²ħ³)] ∫ T(ε) ln[1 + exp(−ε/kΘ)] dε.

The logarithm comes from adding up the Fermi occupations of all motions parallel to the plate. At 300 K the result is about 0.2 A/m², or 6 × 10⁻⁶ fJ per cycle even if the full voltage were applied throughout. Tunnelling through this barrier is negligible. The formula leaves out the image force, which lowers the barrier and raises the current, and it assumes that motion parallel to the plate leaves the barrier unchanged. If the parallel momentum is conserved and the mass m applies in all directions, m replaces m0 in the prefactor and the current is five times lower. The choice of barrier matters far more: with φ = 1.5 eV and m = 0.1 electron masses, the exponent at the Fermi level falls from 28.8 to 13.2, and the current would exceed the 1% threshold. The conclusion therefore holds for the values assumed here, not for every hafnia film. Leakage through defects can be much larger and is not calculated here; the threshold of 2.7 × 10³ A/m² is the figure to compare with a measured current. At a lower frequency the threshold falls in proportion, because the leakage has more time to act.

**Heating.** With a rough heat capacity c = 2.7 × 10⁶ J/(m³ K), the film would warm by

w/c = 8 × 10⁷ / (2.7 × 10⁶) ≈ 30 K

per cycle if no heat escaped. But the film is thin. Take a rough thermal conductivity κ = 1 W/(m K) and hold both faces at fixed temperature. The slowest temperature profile, sin(πx/t), then decays with the time constant

τ = c t²/(π²κ) ≈ 27 ps,

far shorter than the 1 µs cycle. The mean heating rate is q = wf = 8 × 10¹³ W/m³. The steady equation κ d²T/dx² = −q, with zero rise at both faces, has the solution T = q x(t − x)/(2κ), whose largest value is

q t²/(8κ) = 8 × 10¹³ × 10⁻¹⁶ / 8 K = 1 mK.

The mean temperature of the film therefore stays close to that of its electrodes. The heat comes in bursts, however, so the film is briefly warmer after each jump. If the 4 fJ of one jump is released evenly over 20 ps, as in the circuit of part (d), the middle of the film warms by about 13 K before it cools again. If the same heat is released over 1 ns, the rise is only about 0.5 K. A film that switches slowly at a field above Ec releases more heat, and the rise grows in proportion.

All these figures are rises above the faces of the film. Any thermal resistance at the interfaces with the electrodes is left out, and it would make the film warmer. The electrodes and their surroundings warm as well. For the slower jump and for the mean rise, their warming can exceed that of the film itself, even for a single capacitor. With thick electrodes of conductivity 10 W/(m K) and heat capacity 3.2 × 10⁶ J/(m³ K), both rough, the faces warm by about 0.8 K in the 1 ns jump and by about 2 mK on average; at 30 W/(m K) both figures fall below the rise across the film.

**Breakdown.** The drive field of 3 MV/cm is 0.75 of a rough breakdown field of 4 MV/cm. The film can thus be driven to three times Ec, but the remaining margin to breakdown is not wide, and this comparison says nothing about its life under repeated cycling.

**An oxide interlayer.** In a gate stack on silicon there is usually a thin layer of silicon dioxide next to the hafnia. Without free or trapped charge at the interface, D is continuous across it. At zero field in the ferroelectric D = Pr, so the oxide, with relative permittivity 3.9, would have to carry the field

E_ox = Pr/(3.9 ε0) ≈ 58 MV/cm,

several times its breakdown field of roughly 10 MV/cm. Either charge gathers at the interface or the film switches only in part. The result of part (b) therefore belongs to a capacitor with metal on both sides. In a gate stack the same Pr may be inserted only if enough charge gathers at the interface, and moving that charge can cost energy of its own.

**Comparison with the real film.** A remanence of 20 µC/cm², which is 0.2 C/m², and a coercive field of 1 MV/cm are rough typical values for Hf0.5Zr0.5O2 of this thickness between TiN electrodes. Among the assumptions, the square shape is plainly broken: real loops are slanted. If the slant comes only from the spread of coercive fields assumed in part (e), it raises the loss by 5%; a slant that also lowers Pr below saturation can raise it much more, and the area of the measured loop is then the figure to use. A second broken assumption is that Ec is a fixed number. It rises with switching speed, and the loss rises in proportion as long as the loop keeps its shape and remanence: a coercive field 10% higher at the frequency of use would mean 8.8 fJ at the same Pr. Both Pr and Ec also change as a film is cycled. For a given device, the values should come from a loop measured at the intended frequency and after the intended number of cycles. The main values behind these estimates appear in the numerical output below; the others are given where they are used.

Table of computed values

```
Remanent polarization: 0.20 C/m^2
Coercive field: 1.00 MV/cm
Film thickness: 10 nm
Plate side: 100 nm
Plate area: 1.00e-14 m^2
Film volume: 1.00e-22 m^3
Coercive voltage: 1.00 V
Charge moved per switching event: 4.00 fC
Loss per volume and cycle: 8.00e+07 J/m^3
Loss per cycle, formula: 8.000 fJ
Loss per cycle, converted: 49.9 keV
Summed V dQ, peak 3.0 MV/cm: 8.000 fJ
Summed V dQ, peak 1.5 MV/cm: 8.000 fJ
Summed V dQ, peak 0.9 Ec: 0.000 fJ
Double well, heat/work over full cycle: 1.00000
Double well, heat/work over first quarter: 0.890
Drive voltage: 3.0 V
Relative permittivity (rough): 30
Linear capacitance: 0.266 fF
Series resistance: 10 kohm
Circuit run, heat in film: 8.00 fJ
Circuit run, heat in resistor: 25.56 fJ
Circuit run, supply energy: 33.56 fJ
Supply energy, formula: 33.56 fJ
Log-normal spread of coercive fields (rough): 0.30
Loss with this spread, summed: 8.37 fJ
Grain width (rough): 10 nm
Number of grains: 100
Sample-to-sample variation of loss: 3.1 %
Loss tangent (rough): 0.01
Linear dielectric loss per cycle: 0.075 fJ
Cycle frequency: 1 MHz
Tunnel barrier (rough): 2.0 eV
Tunnel mass (rough): 0.2 electron masses
Temperature: 300 K
Thermal factor of tunnel current: 1.78
Tunnel current density at full drive: 1.87e-01 A/m^2
Tunnel loss per cycle, upper bound: 5.6e-06 fJ
Leakage density adding 1% to loss: 2.67e+03 A/m^2
Heat capacity (rough): 2.7e+06 J/(m^3 K)
Thermal conductivity (rough): 1.0 W/(m K)
Temperature rise per cycle, no heat escape: 29.6 K
Cooling time of film: 27 ps
Mean rise at mid-film, faces fixed: 1.00 mK
Breakdown field (rough): 4.0 MV/cm
Drive field / breakdown field: 0.75
Interlayer relative permittivity: 3.9
Unscreened interlayer field: 58 MV/cm
```
